# Slater-integral form of the on-site Coulomb tensor: verification in Python

```python
# Result under test: for orbitals R(r) Y_lm of one atomic shell,
#   <m1 m2|1/r12|m3 m4> = delta(m1+m2, m3+m4)
#                         * sum_{k=0,2,..,2l} c^k(m1,m3) c^k(m4,m2) F^k
# c^k(m,n) = sqrt(4 pi/(2k+1)) * integral of conj(Y_lm) Y_k,m-n Y_ln
# F^k      = double radial integral of r_<^k / r_>^(k+1) with R^2 R^2
# Independent road: Gaussian two-electron integrals of the Br atom, which
# are evaluated without any multipole expansion. Hartree atomic units.
from math import factorial
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.special import lpmv
from pyscf import gto

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def harmonic(l, m, theta, phi):
    """Complex spherical harmonic with Condon-Shortley phase."""
    if m < 0:
        return (-1) ** (-m) * np.conj(harmonic(l, -m, theta, phi))
    norm = np.sqrt((2 * l + 1) / (4 * np.pi)
                   * (factorial(l - m) / factorial(l + m)))
    return norm * lpmv(m, l, np.cos(theta)) * np.exp(1j * m * phi)


# ---- expansion of 1/r12 at one pair of points --------------------------
r1, th1, ph1 = 1.0, 0.7, 0.4
r2, th2, ph2 = 2.0, 1.9, 2.5


def cartesian(r, th, ph):
    return r * np.array([np.sin(th) * np.cos(ph),
                         np.sin(th) * np.sin(ph), np.cos(th)])


inverse_distance = 1 / np.linalg.norm(cartesian(r1, th1, ph1)
                                      - cartesian(r2, th2, ph2))
expansion = 0.0
for k in range(41):
    angular = sum(harmonic(k, q, th1, ph1)
                  * np.conj(harmonic(k, q, th2, ph2))
                  for q in range(-k, k + 1))
    expansion += 4 * np.pi / (2 * k + 1) * r1**k / r2**(k + 1) * angular
assert abs(expansion - inverse_distance) < 1e-10
print(f"1/r12 direct, test points: {inverse_distance:.8f} 1/bohr")
print(f"1/r12 from sum k=0..40: {expansion.real:.8f} 1/bohr")

# ---- angular coefficients by quadrature exact for these polynomials ----
x_nodes, x_weights = np.polynomial.legendre.leggauss(16)
phi_nodes = 2 * np.pi * np.arange(24) / 24
THETA, PHI = np.meshgrid(np.arccos(x_nodes), phi_nodes, indexing="ij")
SPHERE_WEIGHT = x_weights[:, None] * (2 * np.pi / 24)


def gaunt_matrix(k, l):
    """c^k(m,n) for m,n = -l..l."""
    c = np.zeros((2 * l + 1, 2 * l + 1))
    for m in range(-l, l + 1):
        for n in range(-l, l + 1):
            if abs(m - n) <= k:
                value = np.sqrt(4 * np.pi / (2 * k + 1)) * np.sum(
                    SPHERE_WEIGHT * np.conj(harmonic(l, m, THETA, PHI))
                    * harmonic(k, m - n, THETA, PHI)
                    * harmonic(l, n, THETA, PHI))
                assert abs(value.imag) < 1e-11
                c[m + l, n + l] = value.real
    return c


print("largest |c^k(m,m')|, dimensionless, k = 0,1,2,...,2l+3:")
for l in (1, 2, 3):
    largest = []
    for k in range(2 * l + 4):
        c = gaunt_matrix(k, l)
        largest.append(np.abs(c).max())
        if k % 2 == 1 or k > 2 * l:
            assert largest[-1] < 1e-11
        else:
            assert largest[-1] > 0.1
        if k > 0:
            assert abs(np.trace(c)) < 1e-11
        if k == 2 * l:
            assert np.abs(c).min() > 1e-3
    print(f" l={l}: " + " ".join(f"{v:.4f}" for v in largest))

c2p = gaunt_matrix(2, 1)
c2d, c4d = gaunt_matrix(2, 2), gaunt_matrix(4, 2)
print(f"p: 5 c^2(0,0) = {5*c2p[1,1]:.4f}, 5 c^2(1,1) = {5*c2p[2,2]:.4f}")
print(f"p: 25 c^2(1,0)^2 = {25*c2p[2,1]**2:.4f}, "
      f"25 c^2(1,-1)^2 = {25*c2p[2,0]**2:.4f}")
print("d: 7 c^2(m,m), m=0,1,2: "
      + " ".join(f"{7*c2d[2+m,2+m]:.4f}" for m in range(3)))
print("d: 21 c^4(m,m), m=0,1,2: "
      + " ".join(f"{21*c4d[2+m,2+m]:.4f}" for m in range(3)))

# ---- spherical restricted Hartree-Fock for neutral Br ------------------
mol = gto.M(atom="Br 0 0 0", basis="def2-tzvp", spin=1, verbose=0)
nao = mol.nao_nr()
overlap = mol.intor("int1e_ovlp")
core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
eri = mol.intor("int2e", aosym="s1").reshape(nao, nao, nao, nao)
mean_field = (eri - 0.5 * eri.transpose(0, 2, 1, 3)).reshape(nao**2, nao**2)


def shell_indices(l):
    """Basis-function indices: row = radial function, column = m=-l..l."""
    rows, starts = [], mol.ao_loc_nr()
    for b in range(mol.nbas):
        if mol.bas_angular(b) == l:
            for contraction in range(mol.bas_nctr(b)):
                first = starts[b] + contraction * (2 * l + 1)
                part = np.arange(first, first + 2 * l + 1)
                # pyscf stores p functions as x,y,z; m=-1,0,1 is y,z,x
                rows.append(part[[1, 2, 0]] if l == 1 else part)
    return np.array(rows)


INDICES = {l: shell_indices(l) for l in (0, 1, 2)}


def shell_orbitals(fock, l, n):
    """Coefficients of the 2l+1 real orbitals of shell n,l."""
    index = INDICES[l]
    block = np.ix_(index[:, l], index[:, l])
    vectors = eigh(fock[block], overlap[block])[1]
    coefficients = np.zeros((nao, 2 * l + 1))
    for column in range(2 * l + 1):
        coefficients[index[:, column], column] = vectors[:, n - l - 1]
    return coefficients


# electrons per spatial orbital in each shell (n, l)
OCCUPATION = {(1, 0): 2, (2, 0): 2, (3, 0): 2, (4, 0): 2,
              (2, 1): 2, (3, 1): 2, (4, 1): 5 / 3, (3, 2): 2}
density = np.zeros((nao, nao))
converged = False
for iteration in range(400):
    fock = core + (mean_field @ density.ravel()).reshape(nao, nao)
    new_density = np.zeros((nao, nao))
    for (n, l), occupation in OCCUPATION.items():
        orbitals = shell_orbitals(fock, l, n)
        new_density += occupation * orbitals @ orbitals.T
    change = np.abs(new_density - density).max()
    if change < 1e-9:
        converged = True
        break
    density = 0.5 * density + 0.5 * new_density
assert converged
electrons = np.sum(density * overlap)
assert abs(electrons - mol.atom_charge(0)) < 1e-6
energy = 0.5 * np.sum(density * (core + fock))
print(f"Br electrons: {electrons:.4f}")
print(f"Br total energy: {energy:.4f} hartree")

orb4s, orb3p = shell_orbitals(fock, 0, 4), shell_orbitals(fock, 1, 3)
orb4p, orb3d = shell_orbitals(fock, 1, 4), shell_orbitals(fock, 2, 3)

# ---- radial integrals: r_> = r, r_< = r t with 0 < t < 1 ---------------
v, wv = np.polynomial.legendre.leggauss(200)
u, wu = np.polynomial.legendre.leggauss(160)
v, wv, u, wu = (v + 1) / 2, wv / 2, (u + 1) / 2, wu / 2
r_outer, w_outer = 30 * v**3, 90 * v**2 * wv
t_inner, w_inner = u**3, 3 * u**2 * wu


def basis_on_axis(r):
    points = np.zeros((r.size, 3))
    points[:, 2] = r.ravel()
    return mol.eval_gto("GTOval_sph", points)


r_inner = r_outer[:, None] * t_inner[None, :]
AXIS_OUTER, AXIS_INNER = basis_on_axis(r_outer), basis_on_axis(r_inner)


def radial(orbitals, axis_values):
    """R(r) from the m=0 orbital on the z axis."""
    l = (orbitals.shape[1] - 1) // 2
    return axis_values @ orbitals[:, l] / np.sqrt((2 * l + 1) / (4 * np.pi))


def slater_integral(k, orb_a, orb_b):
    """Radial Coulomb integral of r^2 R_a R_b with itself."""
    outer = (r_outer**2 * radial(orb_a, AXIS_OUTER)
             * radial(orb_b, AXIS_OUTER))
    inner = r_inner**2 * (radial(orb_a, AXIS_INNER)
                          * radial(orb_b, AXIS_INNER)).reshape(r_inner.shape)
    return 2 * np.sum(w_outer * outer * (inner @ (w_inner * t_inner**k)))


for orb in (orb4s, orb3p, orb4p, orb3d):
    norm = np.sum(w_outer * r_outer**2 * radial(orb, AXIS_OUTER)**2)
    assert abs(norm - 1) < 1e-8


# ---- full tensors: direct integrals against the multipole formula ------
def direct_real(a, b, c, d):
    """(ab|cd) for real orbitals: a,b of electron 1 and c,d of electron 2."""
    return np.einsum("pi,qj,rk,sl,pqrs->ijkl", a, b, c, d, eri,
                     optimize=True)


def direct_complex(real_tensor, l):
    """<m1 m2|m3 m4> for complex harmonics from real-orbital integrals."""
    T = np.zeros((2 * l + 1, 2 * l + 1), complex)
    T[l, l] = 1
    for m in range(1, l + 1):
        T[l + m, l + m] = (-1)**m / np.sqrt(2)
        T[l + m, l - m] = 1j * (-1)**m / np.sqrt(2)
        T[l - m, l + m] = 1 / np.sqrt(2)
        T[l - m, l - m] = -1j / np.sqrt(2)
    return np.einsum("ia,kb,jc,ld,abcd->ijkl", T.conj(), T, T.conj(), T,
                     real_tensor, optimize=True)


def multipole_tensor(F, l):
    m = np.arange(-l, l + 1)
    total_before = m[:, None, None, None] + m[None, :, None, None]
    total_after = m[None, None, :, None] + m[None, None, None, :]
    tensor = 0
    for k, value in F.items():
        c = gaunt_matrix(k, l)
        tensor = tensor + value * np.einsum("ik,lj->ijkl", c, c)
    return tensor * (total_before == total_after)


results = {}
for name, orb, l in (("4p", orb4p, 1), ("3d", orb3d, 2)):
    F = {k: slater_integral(k, orb, orb) for k in range(0, 2 * l + 1, 2)}
    real_tensor = direct_real(orb, orb, orb, orb)
    exact = direct_complex(real_tensor, l)
    formula = multipole_tensor(F, l)
    deviation = np.abs(exact - formula).max()
    assert deviation < 1e-7
    average = np.einsum("ijij->", exact).real / (2 * l + 1)**2
    assert abs(average - F[0]) < 1e-7
    values = list(F.values())
    assert all(a > b > 0 for a, b in zip(values, values[1:]))
    for k, value in F.items():
        print(f"Br {name} F^{k}: {value:.6f} hartree "
              f"= {value*HARTREE_EV:.4f} eV")
    print(f"Br {name} average <mm'|mm'>, direct: {average:.6f} hartree")
    print(f"Br {name} tensor elements compared: {exact.size}")
    print(f"Br {name} largest deviation: {deviation:.1e} hartree")
    results[name] = (F, real_tensor, exact, formula)

F, real_p, exact, formula = results["4p"]
print("Br 4p <m1 m2|m3 m4>, direct and formula, hartree:")
for ms in ((0, 0, 0, 0), (1, 1, 1, 1), (0, 1, 0, 1), (0, 1, 1, 0),
           (1, -1, -1, 1), (0, 0, 1, -1)):
    place = tuple(m + 1 for m in ms)
    print(f" {ms}: {exact[place].real:.6f} {formula[place]:.6f}")
U_zz, U_zx, J_zx = real_p[1, 1, 1, 1], real_p[1, 1, 2, 2], real_p[1, 2, 1, 2]
assert abs(U_zz - (F[0] + 4 * F[2] / 25)) < 1e-7
assert abs(U_zx - (F[0] - 2 * F[2] / 25)) < 1e-7
assert abs(J_zx - 3 * F[2] / 25) < 1e-7
assert abs(U_zz - U_zx - 2 * J_zx) < 1e-9
for label, value in (("U_zz", U_zz), ("U_zx", U_zx), ("J_zx", J_zx)):
    print(f"Br 4p {label}, direct: {value:.6f} hartree "
          f"= {value*HARTREE_EV:.4f} eV")

F, _, exact, formula = results["3d"]
print("Br 3d <m m|m m>, direct and formula, hartree:")
for m in (0, 1, 2):
    i = m + 2
    print(f" m={m}: {exact[i,i,i,i].real:.6f} {formula[i,i,i,i]:.6f}")
truncated = multipole_tensor({0: F[0], 2: F[2]}, 2)
truncation_error = np.abs(exact - truncated).max()
assert truncation_error > 1e-3
print(f"Br 3d largest error without F^4: {truncation_error:.6f} hartree")

# ---- scope: different radial functions, and different l ----------------
z3, z4 = orb3p[:, 1:2], orb4p[:, 1:2]
K_pp = direct_real(z3, z4, z3, z4).item()
G0, G2 = (slater_integral(k, orb3p, orb4p) for k in (0, 2))
assert abs(K_pp - (G0 + 4 * G2 / 25)) < 1e-7
K_sp = direct_real(orb4s, z4, orb4s, z4).item()
G1 = slater_integral(1, orb4s, orb4p)
assert abs(K_sp - G1 / 3) < 1e-7
assert K_sp > 1e-3
print(f"Br 3p-4p G^0, G^2: {G0:.6f}, {G2:.6f} hartree")
print(f"Br K(3pz,4pz), direct: {K_pp:.6f} hartree")
print(f"Br K(3pz,4pz), G^0+4G^2/25: {G0 + 4*G2/25:.6f} hartree")
print(f"Br 4s-4p G^1: {G1:.6f} hartree")
print(f"Br K(4s,4pz), direct: {K_sp:.6f} hartree")
print(f"Br K(4s,4pz), G^1/3: {G1/3:.6f} hartree")
print("checks complete")
```

Output:

```
1/r12 direct, test points: 0.37215822 1/bohr
1/r12 from sum k=0..40: 0.37215822 1/bohr
largest |c^k(m,m')|, dimensionless, k = 0,1,2,...,2l+3:
 l=1: 1.0000 0.0000 0.4899 0.0000 0.0000 0.0000
 l=2: 1.0000 0.0000 0.3499 0.0000 0.3984 0.0000 0.0000 0.0000
 l=3: 1.0000 0.0000 0.3333 0.0000 0.2535 0.0000 0.3543 0.0000 0.0000 0.0000
p: 5 c^2(0,0) = 2.0000, 5 c^2(1,1) = -1.0000
p: 25 c^2(1,0)^2 = 3.0000, 25 c^2(1,-1)^2 = 6.0000
d: 7 c^2(m,m), m=0,1,2: 2.0000 1.0000 -2.0000
d: 21 c^4(m,m), m=0,1,2: 6.0000 -4.0000 1.0000
Br electrons: 35.0000
Br total energy: -2572.2211 hartree
Br 4p F^0: 0.424341 hartree = 11.5469 eV
Br 4p F^2: 0.218800 hartree = 5.9538 eV
Br 4p average <mm'|mm'>, direct: 0.424341 hartree
Br 4p tensor elements compared: 81
Br 4p largest deviation: 5.8e-15 hartree
Br 3d F^0: 1.568939 hartree = 42.6930 eV
Br 3d F^2: 0.754591 hartree = 20.5335 eV
Br 3d F^4: 0.475445 hartree = 12.9375 eV
Br 3d average <mm'|mm'>, direct: 1.568939 hartree
Br 3d tensor elements compared: 625
Br 3d largest deviation: 1.6e-14 hartree
Br 4p <m1 m2|m3 m4>, direct and formula, hartree:
 (0, 0, 0, 0): 0.459349 0.459349
 (1, 1, 1, 1): 0.433093 0.433093
 (0, 1, 0, 1): 0.406837 0.406837
 (0, 1, 1, 0): 0.026256 0.026256
 (1, -1, -1, 1): 0.052512 0.052512
 (0, 0, 1, -1): -0.026256 -0.026256
Br 4p U_zz, direct: 0.459349 hartree = 12.4995 eV
Br 4p U_zx, direct: 0.406837 hartree = 11.0706 eV
Br 4p J_zx, direct: 0.026256 hartree = 0.7145 eV
Br 3d <m m|m m>, direct and formula, hartree:
 m=0: 1.669350 1.669350
 m=1: 1.601588 1.601588
 m=2: 1.631616 1.631616
Br 3d largest error without F^4: 0.075468 hartree
Br 3p-4p G^0, G^2: 0.021993, 0.025550 hartree
Br K(3pz,4pz), direct: 0.026081 hartree
Br K(3pz,4pz), G^0+4G^2/25: 0.026081 hartree
Br 4s-4p G^1: 0.305225 hartree
Br K(4s,4pz), direct: 0.101742 hartree
Br K(4s,4pz), G^1/3: 0.101742 hartree
checks complete
```
